# I. From excitons to the dielectric tensor

### 1. What goes wrong without the circular strengths

A calculation of excitons in a magnetized crystal gives energies $E_\lambda$ and dipole amplitudes $D^x_\lambda$, $D^y_\lambda$. For light polarized along $x$, the excitonic absorption needs only $|D^x_\lambda|^2$, up to terms of second order in the off-diagonal element $\epsilon_{xy}$ of the dielectric tensor. If those squares are all that is kept, the Kerr and Faraday rotations cannot be recovered: they depend on the relative phase of $D^x_\lambda$ and $D^y_\lambda$, which the squares have lost. A second error waits in the optics. The Kerr formula for a thick crystal, applied to the 20 nm film treated below, gives a rotation of $-0.20^\circ$ where the film gives $-0.26^\circ$; the formula for a very thin film gives $-1.7^\circ$.

The first error is avoided by keeping a separate strength for each circular polarization, the second by solving for the waves at both faces of the film.

### 2. Conventions and symmetry

Hartree atomic units are used, so that $\epsilon=1+4\pi\chi$. Physical fields are real parts of amplitudes times $e^{-i\omega t}$. The magnetization and the direction of the incident light are both $+z$. The crystal is an insulator with an $n$-fold rotation axis along $z$, $n\ge3$, which the magnetization leaves intact. Define

$$\mathbf e_\pm=\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}.$$

The real part of $\mathbf e_+e^{-i\omega t}$ is $(\cos\omega t,\sin\omega t)/\sqrt2$. This field turns from $x$ towards $y$; that of $\mathbf e_-$ turns the other way. The labels $+$ and $-$ replace "left" and "right", whose meaning depends on where the observer stands.

A rotation $R$ by $\theta$ about $z$ takes $\hat{\mathbf x}$ to $\cos\theta\,\hat{\mathbf x}+\sin\theta\,\hat{\mathbf y}$ and $\hat{\mathbf y}$ to $-\sin\theta\,\hat{\mathbf x}+\cos\theta\,\hat{\mathbf y}$. Hence

$$R\,\mathbf e_\pm=e^{\mp i\theta}\mathbf e_\pm,\qquad R\,\hat{\mathbf z}=\hat{\mathbf z}. \tag{1}$$

For $\theta=2\pi/n$ with $n\ge3$ the three eigenvalues differ. The tensor $\epsilon$ commutes with $R$, so it cannot connect vectors with different eigenvalues. It is therefore diagonal in $\mathbf e_+,\mathbf e_-,\hat{\mathbf z}$, with values $\epsilon_+,\epsilon_-,\epsilon_{zz}$. For $n=2$ the eigenvalues of $\mathbf e_\pm$ coincide and the argument fails.

To return to Cartesian axes, write $\hat{\mathbf y}=(\mathbf e_+-\mathbf e_-)/(i\sqrt2)$. Then

$$\epsilon\hat{\mathbf y}=\frac{\epsilon_+\mathbf e_+-\epsilon_-\mathbf e_-}{i\sqrt2}
=\frac{\epsilon_+-\epsilon_-}{2i}\hat{\mathbf x}+\frac{\epsilon_++\epsilon_-}{2}\hat{\mathbf y}.$$

The same step for $\hat{\mathbf x}=(\mathbf e_++\mathbf e_-)/\sqrt2$ gives $\epsilon_{yx}=i(\epsilon_+-\epsilon_-)/2$. Thus

$$\epsilon_{xx}=\epsilon_{yy}=\tfrac12(\epsilon_++\epsilon_-),\quad
\epsilon_{xy}=-\epsilon_{yx}=-\tfrac i2(\epsilon_+-\epsilon_-),\quad
\epsilon_\pm=\epsilon_{xx}\pm i\epsilon_{xy}. \tag{2}$$

### 3. The response as a sum over excitons

Let $t=(v,c,\mathbf k)$ label a transition from a filled to an empty band, with energy $\Delta_t$ and dipole $d^a_t=\langle c|P_a|v\rangle$, where $\mathbf P=-\mathbf r$. The field enters the Hamiltonian as $-\mathbf P\cdot\mathbf E$. Let $x_t$ and $y_t$ be the parts of the density-matrix elements $\rho_{cv}$ and $\rho_{vc}$ that vary as $e^{-i\omega t}$. With $\zeta=\omega+i\eta$, where $\eta$ is a phenomenological half width, the linearized equation $i\dot\rho=[h,\rho]$ reads

$$(\Delta_t-\zeta)x_t+\delta h_{cv}=d^b_tE_b,\qquad
(\Delta_t+\zeta)y_t+\delta h_{vc}=d^{b*}_tE_b.$$

Here $\delta h$ is the change of the mean field caused by $x$ and $y$. In the Bethe-Salpeter equation with static screening it consists of a bare exchange term and a screened electron-hole attraction. With $(pq|rs)_U=\iint p^*(1)q(1)\,U\,r^*(2)s(2)$, the equations contain the matrices

$$A_{tt'}=\Delta_t\delta_{tt'}+(cv|v'c')_{\bar v}-(cc'|v'v)_W,$$
$$B_{tt'}=(cv|c'v')_{\bar v}-(cv'|c'v)_W.$$

$W$ is the screened interaction. $\bar v$ is the bare one without its macroscopic part, so that $\mathbf E$ is the macroscopic field and the response gives $\epsilon$ directly. In block form,

$$(\mathsf H-\zeta\mathsf G)\xi=p^bE_b,\quad
\mathsf H=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\quad
\mathsf G=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

with $\xi=(x,y)$ and $p^b=(d^b,d^{b*})$. The polarization is the trace of $P_a\rho$ per volume $V$, which is $p^{a\dagger}\xi/V$.

The excitons solve $\mathsf HZ_\lambda=E_\lambda\mathsf GZ_\lambda$ with $Z_\lambda=(X_\lambda,Y_\lambda)$, $E_\lambda>0$ and $Z_\lambda^\dagger\mathsf GZ_\lambda=1$. Complex conjugation of the two rows shows that $\tilde Z_\lambda=(Y_\lambda^*,X_\lambda^*)$ is also a solution, with energy $-E_\lambda$ and norm $-1$. If the ground state is stable ($\mathsf H$ positive definite), these vectors span the space and can be chosen orthogonal with respect to $\mathsf G$.

Insert $\xi=\sum_\lambda(a_\lambda Z_\lambda+b_\lambda\tilde Z_\lambda)$:

$$\sum_\lambda\left[a_\lambda(E_\lambda-\zeta)\mathsf GZ_\lambda-b_\lambda(E_\lambda+\zeta)\mathsf G\tilde Z_\lambda\right]=p^bE_b.$$

Multiplication by $Z_\lambda^\dagger$ gives $a_\lambda=Z_\lambda^\dagger p^bE_b/(E_\lambda-\zeta)$. Multiplication by $\tilde Z_\lambda^\dagger$, whose norm is $-1$, gives $b_\lambda=\tilde Z_\lambda^\dagger p^bE_b/(E_\lambda+\zeta)$. Define

$$D^b_\lambda=Z_\lambda^\dagger p^b=X_\lambda^\dagger d^b+Y_\lambda^\dagger d^{b*}.$$

Then $\tilde Z_\lambda^\dagger p^b=D^{b*}_\lambda$, and

$$\chi_{ab}=\frac1V\sum_\lambda\left[\frac{D^{a*}_\lambda D^b_\lambda}{E_\lambda-\zeta}+\frac{D^a_\lambda D^{b*}_\lambda}{E_\lambda+\zeta}\right]. \tag{3}$$

$D^b_\lambda$ plays the part of $\langle\lambda|P_b|0\rangle$.

### 4. Circular strengths

Define $D^\pm_\lambda=(D^x_\lambda\pm iD^y_\lambda)/\sqrt2$ and the strengths $F^\pm_\lambda=|D^\pm_\lambda|^2$. Because $\epsilon$ is diagonal in the circular basis, $\epsilon_+=\mathbf e_+^\dagger\epsilon\,\mathbf e_+$. In the first term of (3) the two contractions give $D^{+*}_\lambda$ and $D^+_\lambda$. In the second, $\mathbf e_+^*=\mathbf e_-$ is contracted with $D^a_\lambda$ and gives $D^-_\lambda$; the other factor is its conjugate. Therefore

$$\epsilon_\pm=1+\frac{4\pi}V\sum_\lambda\left[\frac{F^\pm_\lambda}{E_\lambda-\zeta}+\frac{F^\mp_\lambda}{E_\lambda+\zeta}\right]. \tag{4}$$

The antiresonant term carries the opposite handedness. Half the sum and half the difference, with

$$\frac1{E-\zeta}+\frac1{E+\zeta}=\frac{2E}{E^2-\zeta^2},\qquad
\frac1{E-\zeta}-\frac1{E+\zeta}=\frac{2\zeta}{E^2-\zeta^2},$$

turn (2) into

$$\boxed{\epsilon_{xy}=-\frac{4\pi i\zeta}{V}\sum_\lambda\frac{F^+_\lambda-F^-_\lambda}{E_\lambda^2-\zeta^2}},\qquad
\epsilon_{xx}=1+\frac{4\pi}V\sum_\lambda\frac{(F^+_\lambda+F^-_\lambda)E_\lambda}{E_\lambda^2-\zeta^2}. \tag{5}$$

Expanding the squares gives

$$F^+_\lambda-F^-_\lambda=-2\,\mathrm{Im}(D^{x*}_\lambda D^y_\lambda),$$

which is the phase information that linear strengths omit. For $\eta\to0$ and $\omega>0$, the imaginary part of $\zeta/(E^2-\zeta^2)$ is $(\pi/2)\delta(\omega-E)$. Hence $\mathrm{Re}\,\epsilon_{xy}=(2\pi^2/V)\sum_\lambda(F^+_\lambda-F^-_\lambda)\delta(\omega-E_\lambda)$: the real part is half the difference between $\mathrm{Im}\,\epsilon_+$ and $\mathrm{Im}\,\epsilon_-$, which describe the absorption of the two circular polarizations.

Time reversal turns the magnetization round and conjugates the amplitudes $D^x_\lambda$ and $D^y_\lambda$. The new $D^+$ is $(D^{x*}+iD^{y*})/\sqrt2=(D^-)^*$, so $F^+$ and $F^-$ change places and $\epsilon_{xy}$ changes sign. In a collinear magnet without spin-orbit coupling, conjugation of the orbital functions alone is a symmetry of the unreversed magnet. The summed $F^+$ and $F^-$ are then equal at each energy, and $\epsilon_{xy}=0$. In a collinear magnet the effect therefore needs spin-orbit coupling as well as magnetic order. A net spin magnetization is not required: some collinear antiferromagnets also have $\epsilon_{xy}\ne0$.

### 5. A sum rule and the limit of validity

Expanding an arbitrary vector in the $Z_\lambda$ and $\tilde Z_\lambda$ gives the completeness relation $\sum_\lambda(Z_\lambda Z_\lambda^\dagger-\tilde Z_\lambda\tilde Z_\lambda^\dagger)=\mathsf G$. Hence

$$\sum_\lambda(F^+_\lambda-F^-_\lambda)=i\sum_\lambda(D^{x*}_\lambda D^y_\lambda-D^x_\lambda D^{y*}_\lambda)=i\,p^{x\dagger}\mathsf Gp^y=i\sum_t(d^{x*}_td^y_t-d^x_td^{y*}_t). \tag{6}$$

The interaction has dropped out: it redistributes the circular imbalance among energies but leaves its total unchanged. With $d^a_t=-i\langle u_c|\partial_au_v\rangle$, the sum over empty bands may be extended to all bands, since the filled-band terms cancel in pairs. The right side becomes

$$\sum_{v\mathbf k}i\left(\langle\partial_xu_v|\partial_yu_v\rangle-\langle\partial_yu_v|\partial_xu_v\rangle\right),$$

the summed Berry curvature. It vanishes when the Chern number $\mathcal C$ is zero.

A two-band square lattice shows both cases. Its Hamiltonian is $\sin k_x\sigma_x+\sin k_y\sigma_y+(m+\cos k_x+\cos k_y)\sigma_z$, with unit lattice constant. For $m=3$ the imbalance per cell, summed on a $40\times40$ mesh, is $2\times10^{-13}$; this remainder is the error of the finite mesh and shrinks rapidly as the mesh is refined. For $m=1$ the imbalance is $-0.15915$, which is $\mathcal C/2\pi$ with $\mathcal C=-1$.

Equation (5) is restricted to $\mathcal C=0$ for a clear reason. From $\epsilon_{xy}=4\pi i\sigma_{xy}/\omega$, it gives a Hall conductivity that vanishes as $\omega\to0$. A Chern insulator or a ferromagnetic metal has a static Hall conductivity, which must be supplied by terms absent from (3).

### 6. A split exciton

By (1), a nondegenerate exciton is an eigenstate of the rotation, so it couples to one circular polarization at most. Consider a $+$ exciton at $E_0-\Delta/2$ and a $-$ exciton at $E_0+\Delta/2$, each of strength $g=4\pi F/V$, an energy. Higher transitions with equal circular strengths are replaced by a constant $\epsilon_b$, which includes the 1 in (5). With $f(E)=2\zeta/(E^2-\zeta^2)$,

$$\epsilon_+-\epsilon_-=g\left[f(E_0-\tfrac\Delta2)-f(E_0+\tfrac\Delta2)\right]\approx-g\Delta f'(E_0)=\frac{4g\Delta E_0\zeta}{(E_0^2-\zeta^2)^2},$$

$$\epsilon_{xy}\approx-\frac{2ig\Delta E_0\zeta}{(E_0^2-\zeta^2)^2}\approx-\frac i2\frac{g\Delta}{(E_0-\zeta)^2}. \tag{7}$$

The last form holds near resonance, where $E_0^2-\zeta^2\approx2E_0(E_0-\zeta)$. At the line centre $E_0-\zeta=-i\eta$, so $\epsilon_{xy}\approx ig\Delta/(2\eta^2)$. At the line centre, $\epsilon_{xy}$ is thus linear in a small splitting and falls as the square of the width. The next term of the expansion changes it by the fraction $-(\Delta/2\eta)^2$.

# II. From the tensor to Kerr and Faraday angles

### 7. Results carried over

Light travels along $+z$, the direction of magnetization, and varies as $e^{-i\omega t}$. The vectors $\mathbf e_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$ see the dielectric constants $\epsilon_\pm=\epsilon_{xx}\pm i\epsilon_{xy}$. The element $\epsilon_{xy}$ follows from the exciton strengths $F^\pm_\lambda$ by (5). For a pair of excitons of equal strength $g$, centred at $E_0$, split by $\Delta$ and with half width $\eta$, it is given by (7), where $\zeta=\omega+i\eta$.

### 8. Amplitudes of a film on a substrate

The film fills $0<z<d$. Light arrives from a transparent medium of index $n_0$; below lies a transparent substrate of index $n_s$, first taken as infinitely thick. The response is local, incidence is normal and the optical permeability is one. Since $\epsilon_{xz}=\epsilon_{yz}=0$, the field stays in the plane. With $k=\omega/c$, each circular component obeys $E''=-k^2\epsilon E$, where $\epsilon$ stands for $\epsilon_+$ or $\epsilon_-$. The surrounding media are isotropic, so the two components do not mix.

At the faces $E$ and $h=E'/(ik)$ are continuous; $h$ is proportional to the tangential magnetic field. Let $n^2=\epsilon$, $\phi=nkd$, $C=\cos\phi$ and $s=\sin\phi/n$. The solution with given values at $z=d$ is

$$E(z)=E(d)\cos[nk(z-d)]+\frac{ih(d)}n\sin[nk(z-d)].$$

Its value and slope at $z=0$ are

$$E(0)=CE(d)-is\,h(d),\qquad h(0)=-i\epsilon s\,E(d)+Ch(d).$$

For unit incident amplitude, $E(0)=1+r$ and $h(0)=n_0(1-r)$, while $E(d)=t$ and $h(d)=n_st$. Thus

$$1+r=t(C-in_ss),\qquad n_0(1-r)=t(n_sC-i\epsilon s).$$

Multiply the first equation by $n_0$. Adding the second gives $2n_0=tQ$, and subtracting it gives $2n_0r=tN$, with

$$Q=(n_0+n_s)C-i(n_0n_s+\epsilon)s,\qquad N=(n_0-n_s)C-i(n_0n_s-\epsilon)s,$$
$$r=\frac NQ,\qquad t=\frac{2n_0}Q. \tag{8}$$

All internal reflections are included. Both $C$ and $s$ are even in $n$, so either square root of $\epsilon$ may be used.

### 9. Reading the angles

Incident light along $x$ is $(\mathbf e_++\mathbf e_-)/\sqrt2$. The outgoing wave is $(a_+\mathbf e_++a_-\mathbf e_-)/\sqrt2$, where $a_\pm$ means $r_\pm$ or $t_\pm$. Write $a_\pm=|a_\pm|e^{i\alpha_\pm}$. A common phase shifts the time origin and nothing else. By (1), a rotation by $\theta$ multiplies the two parts by $e^{-i\theta}$ and $e^{i\theta}$, so $\theta=(\alpha_--\alpha_+)/2$. Before this rotation the wave is

$$\tfrac12\left[(|a_+|+|a_-|)\hat{\mathbf x}+i(|a_+|-|a_-|)\hat{\mathbf y}\right],$$

an ellipse with its long axis along $x$. Its ellipticity angle $\kappa$ obeys $\tan\kappa=(|a_+|-|a_-|)/(|a_+|+|a_-|)$. Both results are contained in

$$\Phi_K=\frac i2\ln\frac{r_+}{r_-},\quad\Phi_F=\frac i2\ln\frac{t_+}{t_-};\qquad \theta=\mathrm{Re}\,\Phi,\quad\tan\kappa=\tanh(\mathrm{Im}\,\Phi). \tag{9}$$

For small angles $\Phi=\theta+i\kappa$. The rotation is defined modulo $180^\circ$ and is positive from $x$ to $y$ for both beams. An observer facing the transmitted beam sees positive rotation as anticlockwise; one facing the reflected beam sees it as clockwise. Reversing the magnetization exchanges $a_+$ and $a_-$ and reverses $\Phi$.

### 10. Small antisymmetric part

Expand $\ln r(\epsilon_{xx}\pm i\epsilon_{xy})$ about $\epsilon_{xx}$. Even orders cancel in the difference, leaving $\ln r_+-\ln r_-=2i\epsilon_{xy}\,\partial\ln r/\partial\epsilon$ up to cubic terms. The same holds for $t$. Let a prime on $C,s,Q,N$ mean $\partial/\partial\epsilon$. From (8) and (9),

$$\Phi_F=\epsilon_{xy}\frac{Q'}Q,\qquad \Phi_K=\epsilon_{xy}\left(\frac{Q'}Q-\frac{N'}N\right). \tag{10}$$

Since $\partial n/\partial\epsilon=1/(2n)$,

$$C'=-\frac{kd\,s}2,\qquad s'=\frac1{2n}\left(\frac{kd\cos\phi}n-\frac{\sin\phi}{n^2}\right)=\frac{kd\,C-s}{2\epsilon},$$
$$Q'=(n_0+n_s)C'-is-i(n_0n_s+\epsilon)s',$$
$$N'=(n_0-n_s)C'+is-i(n_0n_s-\epsilon)s'.$$

The expansion for $\Phi_K$ fails when $N$ is nearly zero. The angle can then be large, but little light is reflected; (9) remains valid as long as neither amplitude vanishes.

### 11. Three limits

**Very thin film.** For $kd\to0$, $C\to1$ and $s\to kd$, while $C'$ and $s'$ are of higher order in $kd$. Thus $Q'\to-ikd$, $N'\to ikd$, $Q\to n_0+n_s$ and $N\to n_0-n_s$:

$$\Phi_F=-\frac{ikd\,\epsilon_{xy}}{n_0+n_s},\qquad
\Phi_K=-ikd\,\epsilon_{xy}\left(\frac1{n_0+n_s}+\frac1{n_0-n_s}\right)=\frac{2in_0kd\,\epsilon_{xy}}{n_s^2-n_0^2}. \tag{11}$$

The Kerr angle is large when the substrate reflects weakly, because the film's signal is compared with a small reflected amplitude. The approximation to $N$ requires $kd|\epsilon-n_0n_s|\ll|n_s-n_0|$.

**Thick absorbing film.** When $\mathrm{Im}\,\phi$ is large, $C\to e^{-i\phi}/2$ and $s\to ie^{-i\phi}/(2n)$. Then

$$Q\to\frac{e^{-i\phi}}{2n}(n_0+n)(n_s+n),\qquad N\to\frac{e^{-i\phi}}{2n}(n_0-n)(n_s+n).$$

The substrate cancels from $r=(n_0-n)/(n_0+n)$. Its logarithmic derivative with respect to $n$ is $-2n_0/(n_0^2-n^2)$. Dividing by $2n$ and multiplying by $-\epsilon_{xy}$ gives

$$\Phi_K=\frac{n_0\epsilon_{xy}}{n(n_0^2-\epsilon_{xx})}. \tag{12}$$

**Matched surroundings.** Setting $n_0=n_s=n$ in the algebra gives $Q=2ne^{-i\phi}$ and $Q'=-ikd\,e^{-i\phi}$, so

$$\Phi_F=-\frac{ikd\,\epsilon_{xy}}{2n}. \tag{13}$$

To first order this equals $-(kd/2)(n_+-n_-)$, half the difference $\phi_--\phi_+$ of the phases gathered in a single pass.

### 12. A 20 nm film

The example is a ferromagnetic semiconductor film in air on a silica-like substrate, with $n_0=1$, $n_s=1.46$ and $\epsilon_b=6$. The excitons have $E_0=1.90$ eV, $\Delta=4$ meV and $\eta=50$ meV. Each has a circular dipole length of 0.030 nm per cell of 0.15 nm³. In these units $g$ carries the factor $e^2/4\pi\varepsilon_0=1.44$ eV nm:

$$g=4\pi\times1.44\times\frac{0.030^2}{0.15}\ \text{eV}=0.109\ \text{eV}.$$

At 1.90 eV, $kd=0.1926$ and (5) gives $\epsilon_{xx}=6.03+2.17i$ and $\epsilon_{xy}=0.0867i$. Equation (7) explains the latter: $0.1086\times0.004/(2\times0.05^2)=0.0869$. Equation (8) then gives

$$r_+=-0.37722+0.11597i,\qquad r_-=-0.38202+0.12121i,$$
$$t_+=0.58474+0.33455i,\qquad t_-=0.57970+0.33966i.$$

The phases of $r_+$ and $r_-$ are $162.91^\circ$ and $162.40^\circ$; half their difference is the Kerr rotation. The phases of $t_+$ and $t_-$ are $29.78^\circ$ and $30.37^\circ$. Without intermediate rounding,

$$\theta_K=-0.257^\circ=-4.49\ \text{mrad},\qquad\theta_F=0.296^\circ=5.16\ \text{mrad}.$$

The ellipticities are $-0.443^\circ$ and $0.077^\circ$. The film reflects 16% of the power and transmits 66%. The first-order formulas (10) give the same angles to these digits.

The limits do less well. Equation (13) gives a Faraday rotation of $0.186^\circ$, and (12) a Kerr rotation of $-0.196^\circ$. For the thin-film Kerr formula, $kd|\epsilon_{xx}-n_0n_s|=0.97$, which is not small beside $n_s-n_0=0.46$; it gives $-1.7^\circ$. At 1 nm, with the other parameters unchanged, it gives $-0.085^\circ$ against $-0.079^\circ$ from (10).

The spectrum, in degrees, is:

| eV | $\theta_K$ | $\kappa_K$ | $\theta_F$ | $\kappa_F$ |
|---|---|---|---|---|
| 1.70 | −0.011 | 0.036 | −0.013 | −0.013 |
| 1.80 | −0.082 | 0.084 | −0.019 | −0.061 |
| 1.85 | −0.253 | 0.055 | 0.052 | −0.145 |
| 1.90 | −0.257 | −0.443 | 0.296 | 0.077 |
| 1.95 | 0.315 | −0.197 | −0.038 | 0.168 |
| 2.00 | 0.159 | 0.043 | −0.057 | 0.045 |
| 2.10 | 0.031 | 0.036 | −0.022 | 0.004 |

By (7), the phase of $\epsilon_{xy}$ follows $(E_0-\omega+i\eta)^2$ and turns by about $300^\circ$ across the table. If the optical factors in (10) were constant, each column would have to change sign. They vary with $\epsilon_{xx}$ as well, but the sign changes remain.

### 13. Effects outside the model

**Substrate echoes.** A real substrate has a back face, which reflects the power fraction $R_b=(0.46/2.46)^2=0.035$. If the coherence length of the light is short compared with the optical path in the substrate, or the substrate's thickness varies enough across the beam, interference averages out and intensities add. An analyser at angle $\psi$ passes a signal whose varying part is proportional to $\mathrm{Re}(a_-a_+^*e^{-2i\psi})$, so the products $a_-a_+^*$ of the beams add. For small angles the result is a power-weighted mean rotation. The first echo crosses the film twice, has power $0.035\times0.661^2=0.0153$ and is rotated by $2\theta_F=0.592^\circ$. With the direct beam of power 0.158,

$$\theta_K\approx\frac{0.158(-0.257^\circ)+0.0153(0.592^\circ)}{0.158+0.0153}=-0.18^\circ.$$

Summing 30 round trips gives $-0.182^\circ$, a reduction of 29% relative to the film without echoes. The Faraday rotation becomes $0.297^\circ$, almost unchanged. A narrow laser line can remain coherent through a substrate with parallel faces. Amplitudes then add instead, and the Kerr rotation at 1.90 eV varies with the substrate's exact thickness between about $-0.75^\circ$ and $0.01^\circ$. A wedged or roughened back face avoids this.

**Unequal strengths.** Let the $+$ exciton be stronger than the $-$ exciton by $0.05g$, with the total strength of the pair held fixed. The sum rule (6) demands compensation elsewhere, here by a $-$ transition at 4 eV. At the line centre the imbalance adds about $0.05g/(2\eta)=0.054$ to $\epsilon_{xy}$. This is real, whereas the splitting contributes $0.087i$, so it feeds into the rotation what formerly appeared as ellipticity. The Kerr rotation becomes $-0.54^\circ$, about twice its former value, and the Faraday rotation $0.35^\circ$. The change is nearly linear in the imbalance. At the line centre of this film, an imbalance of 1% would therefore alter the Kerr rotation by about a fifth, and one of 5% in favour of the $-$ exciton would nearly cancel it.

**Width and temperature.** Doubling $\eta$ with all else fixed reduces the rotations to $-0.055^\circ$ and $0.078^\circ$. The factor of four in $\epsilon_{xy}$ is modified by the accompanying change in $\epsilon_{xx}$. For temperature, take spins 3/2 on a simple cubic lattice with a mean-field Curie temperature of 60 K. With an energy $-J\,\mathbf S_i\cdot\mathbf S_j$ for each neighbouring pair, the exchange constant is $J=3T_C/[6\times1.5\times2.5]=8$ K, and the spin-wave energy is $3J(3-\cos q_x-\cos q_y-\cos q_z)$. Averaging the Bose occupation at 10 K over a $60^3$ mesh and dividing by the spin 3/2 gives a fractional magnetization loss of about 3%. If $\Delta$ follows the magnetization, the rotations become $-0.249^\circ$ and $0.286^\circ$. A layered magnet can lose more. With the coupling between layers a tenth of that within them, the same mean-field Curie temperature and no magnetic anisotropy, the loss is about 6% and the Kerr rotation $-0.241^\circ$.

**Confinement.** For an exciton of free-electron mass, $\hbar^2\pi^2/(2m_ed^2)$ is 0.9 meV, small beside $\eta$. Raising $E_0$ by this amount changes the Kerr rotation at 1.90 eV from $-0.257^\circ$ to $-0.269^\circ$. A much lighter exciton would need a separate treatment.

**Comparison with real films.** The parameters are rough values meant for the regime of chromium trihalide ferromagnets such as CrI₃, which order at several tens of kelvin and absorb in this photon range. The splitting, width and dipole length are round choices, not known to be typical of one compound. Kerr rotations of milliradians are of the rough size found in thin flakes of this family, but wavelength, thickness and substrate matter greatly. Real spectra contain several transitions on a sloping background, and their circular strengths need not be equal. That assumption matters: at the line centre of this film, an imbalance of 5% about doubles the Kerr rotation or nearly cancels it, depending on its sign. The model also assumes uniform magnetization, whereas neighbouring layers in thin CrI₃ flakes can be magnetized oppositely at zero field. It further assumes the rotation axis of Section 2, which a monoclinic stacking of the layers removes. If $\epsilon_{xx}$ and $\epsilon_{yy}$ then differed by 1% in both their real and imaginary parts, light polarized at $45^\circ$ to the axes would be turned by about $0.19^\circ$ on reflection even without magnetization. This part keeps its sign when the magnetization is reversed, so measurements at both signs can separate it from the Kerr rotation when both are small. For a flake on oxidized silicon, the layered reflection requires another substrate amplitude in place of the single index $n_s$.
